# The McCall–Hahn area theorem and the slow 2π sech pulse

## Form of the result

Let \(\Omega\) be the Rabi frequency of a resonant pulse and \(\theta=\int\Omega\,dt\) its area. The area has no dimension, so its change with depth must be an inverse length times a function \(f(\theta)\). Reversing the sign of the field reverses \(\theta\), so \(f\) is odd. A resonant atom is rotated by the angle \(\theta\), and a further turn of \(2\pi\) restores its state. If resonant atoms alone control the area, \(f\) therefore has period \(2\pi\). The simplest such function is \(\sin\theta\), and weak absorption fixes its coefficient:

\[
\frac{d\theta}{dz}=-\frac{\alpha}{2}\sin\theta. \tag{1}
\]

Here \(\alpha\) is the intensity absorption coefficient at line centre. Symmetry neither excludes higher harmonics nor proves that detuned atoms drop out; the derivation below does both.

For a steady pulse of duration \(\tau_p\) in a line of width \(\sigma\), dimensions give \(1/V-1/c=\alpha\tau_p\) times a function of \(\sigma\tau_p\). That function is also derived.

## Atomic equations and signs

Hartree atomic units are used, with \(4\pi\epsilon_0=1\). The field is
\[
E=\mathcal E(z,t)\cos\varphi,\qquad \varphi=kz-\omega t,\qquad k=\omega/c,
\]
and \(\Omega=d\mathcal E\), with a real dipole matrix element \(d\). The amplitudes of a two-level atom obey
\[
i\dot c_e=\omega_0c_e-dE\,c_g,\qquad i\dot c_g=-dE\,c_e .
\]
Put \(c_e=b_ee^{i\varphi}\), \(c_g=b_g\). The derivative of the phase changes \(\omega_0\) into the detuning \(\Delta=\omega_0-\omega\). For an atom moving with velocity \(v_z\), the phase at its position gives \(\Delta=\omega_0-\omega+kv_z\), so Doppler broadening is a distribution of \(\Delta\). The coupling contains
\[
dE\,e^{-i\varphi}=\tfrac12\Omega\,(1+e^{-2i\varphi}).
\]
The rotating-wave approximation drops the fast term, which requires \(|\Omega|,|\Delta|,1/\tau_p\ll\omega\). Then
\[
\dot b_e=-i\Delta b_e+\tfrac i2\Omega b_g,\qquad \dot b_g=\tfrac i2\Omega b_e .
\]
Define \(u+iv=2b_eb_g^*\) and \(w=|b_e|^2-|b_g|^2\). The product rule gives
\[
\frac{d}{dt}(u+iv)=-i\Delta(u+iv)+i\Omega(|b_g|^2-|b_e|^2)
=-i\Delta(u+iv)-i\Omega w .
\]
Since the norm is constant, \(\dot w=2\,d|b_e|^2/dt=2\Omega\,\mathrm{Re}(ib_e^*b_g)=\Omega v\). Separating real and imaginary parts,
\[
\dot u=\Delta v,\qquad \dot v=-\Delta u-\Omega w,\qquad \dot w=\Omega v. \tag{2}
\]
Relaxation during the pulse is neglected. All atoms start with \(u=v=0\), \(w=-1\).

## Field equation

The atomic dipole is \(d(c_ec_g^*+c_e^*c_g)=d(u\cos\varphi-v\sin\varphi)\). Let \(N\) be the number density, \(g(\Delta)\) the normalized line density, and \(\langle x\rangle=\int g\,x\,d\Delta\). The wave equation is
\[
\partial_z^2E-\frac1{c^2}\partial_t^2E=\frac{4\pi}{c^2}\partial_t^2P,
\qquad P=Nd(\langle u\rangle\cos\varphi-\langle v\rangle\sin\varphi).
\]
For a slowly varying envelope without a backward wave, keep first derivatives of \(\mathcal E\) on the left and none of \(u,v\) on the right. The terms in \(k^2\mathcal E\) cancel, leaving
\[
-2k\sin\varphi\left(\partial_z+\frac1c\partial_t\right)\mathcal E
=-\frac{4\pi\omega^2Nd}{c^2}\left(\langle u\rangle\cos\varphi-\langle v\rangle\sin\varphi\right).
\]
Take \(g\) even. Equations (2) are unchanged under \(\Delta\to-\Delta\), \(u\to-u\), so \(u\) is odd in \(\Delta\) and \(\langle u\rangle=0\): the phase stays constant. Equating coefficients of \(\sin\varphi\), multiplying by \(d\), and using \(\tau=t-z/c\),
\[
\left.\frac{\partial\Omega}{\partial z}\right|_\tau=-\mu\langle v\rangle,
\qquad \mu=\frac{2\pi\omega Nd^2}{c}. \tag{3}
\]

## Proof of the area theorem

Let \(\theta_T(z)=\int_{-\infty}^{T}\Omega\,d\tau\). For \(\Delta\ne0\), equation (2) gives \(v=\partial_\tau u/\Delta\); the single point \(\Delta=0\) does not affect an integral. Hence
\[
\frac{d\theta_T}{dz}=-\mu\int g(\Delta)\frac{u(T,\Delta)}{\Delta}\,d\Delta. \tag{4}
\]

The pulse has a radiated tail, so it cannot simply be declared finished at some time. Assume instead that \(\int(1+|\tau|)|\Omega|\,d\tau\) is bounded on every finite stretch of \(z\). Remove free precession by setting \(r=(u+iv)e^{i\Delta\tau}\). Then
\[
\partial_\tau r=-i\Omega w e^{i\Delta\tau}.
\]
As \(|w|\le1\), \(r(T,\Delta)\) converges when \(T\to\infty\). At \(\Delta=0\), the solution of (2) is \(u=0\), \(v=\sin\theta_T\), \(w=-\cos\theta_T\). We may therefore write
\[
r(T,\Delta)=i\sin\theta_T+\Delta\,q(T,\Delta).
\]

To bound \(q\), collect \(R=(\mathrm{Re}\,r,\mathrm{Im}\,r,w)\). It obeys \(\partial_\tau R=AR\), where \(A\) generates a rotation at rate \(|\Omega|\) about an axis turned by \(\Delta\tau\). Thus \(|R|=1\), and \(\partial_\Delta A\) has norm at most \(|\tau\Omega|\). Differentiation gives
\[
\partial_\tau(\partial_\Delta R)=A\,\partial_\Delta R+(\partial_\Delta A)R .
\]
The first term does not change the length of \(\partial_\Delta R\), so \(|\partial_\Delta R|\le\int|\tau\Omega|\,d\tau\). The same bound holds for \(|q|\).

Now \(u=\mathrm{Re}(re^{-i\Delta T})\), and therefore
\[
\frac{u(T,\Delta)}{\Delta}=\sin\theta_T\,\frac{\sin\Delta T}{\Delta}
+\mathrm{Re}\left[q(T,\Delta)e^{-i\Delta T}\right]. \tag{5}
\]
In the second term, replace \(q(T,\Delta)\) by its limit \(q_\infty(\Delta)\). The averaged error vanishes by dominated convergence, and \(\int gq_\infty e^{-i\Delta T}d\Delta\) vanishes by the Riemann–Lebesgue lemma. Physically, the detuned dipoles dephase.

For the first term, let \(g\) be differentiable at zero. Within \(|\Delta|<1\), split \(g=g(0)+[g-g(0)]\). The quotient \([g-g(0)]/\Delta\) is integrable there, as is \(g/\Delta\) outside, so both contributions vanish by the same lemma. The remainder is
\[
g(0)\int_{-1}^{1}\frac{\sin\Delta T}{\Delta}\,d\Delta\longrightarrow\pi g(0).
\]
The right side of (4) is bounded uniformly for large \(T\). Integrate (4) between two depths and then let \(T\to\infty\):
\[
\theta(z_2)-\theta(z_1)=-\pi\mu g(0)\int_{z_1}^{z_2}\sin\theta\,dz .
\]
This makes \(\theta\) continuous, so the equation can be differentiated. It is (1), with
\[
\alpha=2\pi\mu g(0)=\frac{4\pi^2\omega Nd^2g(0)}{c}. \tag{6}
\]

For small \(\theta\), \(\theta^2\propto e^{-\alpha z}\). Since \(\theta\) is the Fourier amplitude of the envelope at the carrier, \(\alpha\) is indeed the intensity coefficient there.

An infinitely sharp line is excluded. With all atoms at \(\Delta=0\), \(d\theta_T/dz=-\mu\int_{-\infty}^{T}\sin\theta_\tau\,d\tau\). This has no finite limit if \(\sin\theta_\tau\) settles at a nonzero value, because the dipoles never dephase.

## Evolution of area and energy

Since \(d\theta/\sin\theta=d\ln|\tan(\theta/2)|\), equation (1) integrates to
\[
\theta(z)=2\pi n+2\arctan\left[\tan\frac{\theta_0}{2}\,e^{-\alpha z/2}\right], \tag{7}
\]
where \(n\) is the integer nearest to \(\theta_0/2\pi\). Odd multiples of \(\pi\) are excluded here; they are fixed points. A small deviation grows as \(e^{\alpha z/2}\) near them and decays as \(e^{-\alpha z/2}\) near even multiples.

If all atoms instead start excited, the linear equations (2) give \(u,v,w\) with reversed signs. Equation (1) then has a plus sign, and odd multiples of \(\pi\) are stable.

Area is not energy. From (3) and \(\dot w=\Omega v\),
\[
\frac{d}{dz}\int\Omega^2d\tau=-2\mu\int g\int\Omega v\,d\tau\,d\Delta
=-2\mu\langle w(\infty)+1\rangle. \tag{8}
\]
Lossless propagation requires almost every detuning class in the line to return to the ground state. Area \(2\pi\) secures this at \(\Delta=0\) only. For example, a rectangular pulse with Rabi frequency \(2/\tau_p\) and length \(\pi\tau_p\) leaves at \(\Delta\tau_p=1\) the excited fraction
\[
\frac{4}{4+1}\sin^2\left(\frac{\sqrt5\,\pi}{2}\right)=0.105 .
\]

## The steady pulse

Seek \(\Omega=\phi'(\zeta)\), with \(\zeta=t-z/V\) and \(\phi(-\infty)=0\). As a search assumption, let \(v=F(\Delta)\sin\phi\). Integrating \(w'=\Omega v\) gives
\[
w=-1+F(1-\cos\phi).
\]
Insert this in the equation for \(v\):
\[
F\phi'\cos\phi=-\Delta u+\phi'-F\phi'+F\phi'\cos\phi
\quad\Rightarrow\quad \Delta u=(1-F)\phi'.
\]
Then \(u'=\Delta v\) requires
\[
\phi''=\frac{\Delta^2F}{1-F}\sin\phi .
\]
The field is common to all atoms, so the coefficient cannot depend on \(\Delta\). It must be positive for \(\phi\) to grow smoothly from zero. Call it \(1/\tau_p^2\):
\[
F=\frac1{1+\Delta^2\tau_p^2},\qquad \phi''=\frac{\sin\phi}{\tau_p^2}. \tag{9}
\]
Multiply by \(\phi'\) and integrate from the leading edge:
\[
\tfrac12\phi'^2=\frac{1-\cos\phi}{\tau_p^2},\qquad
\phi'=\frac2{\tau_p}\sin\frac\phi2 .
\]
Because \(d\phi/[2\sin(\phi/2)]=d\ln\tan(\phi/4)\), the solution centred at \(\zeta=0\) is \(\tan(\phi/4)=e^{\zeta/\tau_p}\). Hence
\[
\Omega=\frac2{\tau_p}\,\mathrm{sech}\,\frac{t-z/V}{\tau_p}. \tag{10}
\]
The angle \(\phi\) runs from \(0\) to \(2\pi\). With \(x=\zeta/\tau_p\), the atomic response is
\[
u=2\Delta\tau_pF\,\mathrm{sech}\,x,\quad
v=-2F\,\mathrm{sech}\,x\tanh x,\quad
w=-1+2F\,\mathrm{sech}^2x .
\]
These functions satisfy (2) for every \(\Delta\), so the solution no longer rests on the search assumption. Each class returns to \(w=-1\).

## Reduced velocity

For this pulse \((\partial_z+c^{-1}\partial_t)\Omega=(1/c-1/V)\phi''\). The field equation and (9) give
\[
\frac1V=\frac1c+\mu\tau_p^2\int\frac{g(\Delta)\,d\Delta}{1+\Delta^2\tau_p^2},
\qquad \mu=\frac{\alpha}{2\pi g(0)}. \tag{11}
\]

For a Gaussian line of standard deviation \(\sigma\), set \(a=\sigma\tau_p\) and use \(1/(1+y^2)=\int_0^\infty e^{-s}\cos(ys)\,ds\). Averaging the cosine and completing the square,
\[
\int\frac{g\,d\Delta}{1+\Delta^2\tau_p^2}
=\int_0^\infty e^{-s-a^2s^2/2}ds
=\sqrt{\frac\pi2}\,\frac1a\,K,\qquad
K=\mathrm{erfcx}\frac1{\sqrt2\,a},
\]
where \(\mathrm{erfcx}\,y=e^{y^2}\mathrm{erfc}\,y\). As \(g(0)=1/(\sqrt{2\pi}\sigma)\),
\[
\frac1V=\frac1c+\frac{\alpha\tau_p}{2}K. \tag{12}
\]
For a broad line, \(a\gg1\), \(K\to1\). For a narrow one, \(a\ll1\), (11) gives \(1/V-1/c\to\mu\tau_p^2\). The steady pulse thus survives the sharp-line limit although the area theorem does not.

The delay has an energy meaning. Applying the local form of (8) to the steady pulse gives \((1/V-1/c)\Omega^2=2\mu\langle w+1\rangle\), or
\[
\frac cV-1=\frac{N\omega\langle w+1\rangle/2}{\mathcal E^2/8\pi}. \tag{13}
\]
This is the ratio of atomic to field energy density. The front is absorbed and the tail is re-emitted coherently.

## Magnesium vapour

The magnesium singlet S–P resonance, driven by linearly polarized light, couples one ground state to one excited state. Time-dependent Hartree–Fock in the def2-TZVPD basis gives \(\omega=0.1491\) hartree and \(d=2.397\,ea_0\). The dipole is not converged in the basis: other triple- and quadruple-zeta sets give \(d\) between 2.37 and 2.42, with \(\omega\) within 0.0006 hartree of the value above, so that \(\alpha\) below lies between 110 and \(116\ \mathrm{cm^{-1}}\) and \(V/c\) between 0.033 and 0.035. Correlation beyond this level, relativity and isotope shifts are omitted. Valence correlation raises \(\omega\) by about 6%, to 0.158 hartree, and leaves \(d\) and \(\alpha\) nearly unchanged; it gives \(K\approx0.35\) and a lifetime near 2.1 ns. In natural magnesium the isotope shifts, about 0.7 and 1.4 GHz, are comparable with the Doppler width \(\sigma/2\pi\approx1.6\) GHz. The real line is then not even, and \(g\) at the \(^{24}\)Mg centre is about 5% lower than for the single Gaussian used here. Extra digits below let the arithmetic be followed; they do not express physical accuracy.

Choose \(T=700\) K, \(N=10^{19}\ \mathrm{m^{-3}}\) and \(\tau_p=50\) ps. For the mean atomic mass \(M=24.305\) u, the Doppler width is \(\sigma=(\omega/c)\sqrt{k_BT/M}=2.434\times10^{-7}\) hartree, so \(\sigma\tau_p=0.503\) and \(g(0)=1.639\times10^6\ \mathrm{hartree^{-1}}\). With \(Na_0^3=1.482\times10^{-12}\), equation (6) gives
\[
\alpha=\frac{4\pi^2(0.1491)(1.482\times10^{-12})(2.397)^2(1.639\times10^6)}{137.04\,a_0}
\approx113\ \mathrm{cm^{-1}}.
\]
The slowing factor is \(K=0.338\). Therefore
\[
\frac1V-\frac1c=\tfrac12(1.133\times10^4\ \mathrm{m^{-1}})(50\ \mathrm{ps})(0.338)
\approx96\ \mathrm{ns/m}.
\]
Adding \(1/c=3.3\) ns/m gives \(V\approx1.0\times10^7\) m/s, or \(0.034c\). The broad-line formula would give \(0.012c\), so it is unsuitable here. By (13), the atoms hold about 29 times the field energy. The peak intensity is \(5.7\ \mathrm{kW/cm^2}\).

The intensity width of the pulse is 88 ps and the calculated radiative lifetime about 2.5 ns. The ratio of width to lifetime, about 0.04, is a rough scale for the neglected decay of this steady pulse over a few absorption lengths. It is not a bound. The loss accumulates with depth, and a pulse that is reshaped in the medium, such as the \(1.4\pi\) input below, is affected several times more strongly: with radiative decay added to (2), coherence decaying at half the population rate, the exit energy at \(\alpha z=6\) is lowered by about 3% for the \(2\pi\) pulse and by about 14% for the \(1.4\pi\) input. The values below omit decay.

## Numerical checks and use

Equations (2) and (3) were integrated without using (1), for five sech inputs up to \(\alpha z=6\), a vapour length of 0.53 mm. The largest area error at any depth was \(4\times10^{-5}\) rad. For input \(1.4\pi\), equation (7) gives
\[
2\pi+2\arctan(-1.376\,e^{-3})=1.956\pi,
\]
as found. Its area rises while its energy falls to 0.83 of the input. For input \(0.6\pi\), the area falls to \(0.044\pi\). With an unchanged pulse shape the energy would fall to \((0.044/0.6)^2\approx0.005\) of the input, but 0.084 remains. Area alone therefore does not measure transmission.

The \(2\pi\) pulse emerged delayed by 50.7 ps beyond \(z/c\), as (12) predicts, with a shape error below \(10^{-5}\) of its peak. A line with a central dip but the same \(\alpha\) gave the same area evolution for input \(1.4\pi\), although the exit field changed by up to \(0.35/\tau_p\). This tests the separate roles of \(g(0)\) and the full line.

The dispersion relation of the full wave equation gives an \(\alpha\) lower by 0.08%. That calculation includes a homogeneous half-width \(\eta=10^{-3}\sigma\), which multiplies the line-centre value by \(\mathrm{erfcx}(\eta/\sqrt2\sigma)\approx1-\sqrt{2/\pi}\,\eta/\sigma\) and accounts for the difference. The natural half-width of the line, about \(0.02\sigma\), would lower the steady-state line-centre coefficient by 1.6% through the same factor.

When the detuning integral is replaced by a sum with spacing \(\delta\), the free-precession factors repeat, up to a common phase, after \(2\pi/\delta\). The time window must end before this artificial rephasing. It must also contain the radiated tail, or the computed quantity is \(\theta_T\), not \(\theta\). The remaining values are in the numerical output.

## Calculated quantities

```
Mg, time-dependent Hartree-Fock, def2-TZVPD
transition energy: 0.14909 hartree
transition dipole along the field: 2.3968 e a0
finite-field polarizability: 81.31 a0^3
share of polarizability from this line: 0.9478
radiative lifetime: 2.452 ns
temperature (input): 700 K
mean atomic mass (input): 24.305 u
number density (input): 1.0e+19 m^-3
pulse time tp (input): 50 ps
intensity full width at half maximum: 88.1 ps
Doppler standard deviation sigma: 2.4336e-07 hartree
same, angular frequency: 1.0061e+10 rad/s
sigma*tp: 0.5030 (no unit)
line density g(0): 1.6393e+06 hartree^-1
alpha from formula: 113.268 cm^-1
alpha from dispersion relation: 113.177 cm^-1
vapour length for alpha*z = 6: 0.5297 mm
slowing factor erfcx: 0.33773 (no unit)
1/V - 1/c: 95.634 ns/m
pulse velocity V: 1.0104e+07 m/s
V/c: 0.03370 (no unit)
V/c in broad-line limit: 0.01164 (no unit)
peak Rabi frequency: 4.000e+10 rad/s
peak field: 2.0758e+05 V/m
peak intensity: 5.719 kW/cm^2
delay beyond z/c, formula: 50.659 ps
delay beyond z/c, propagation: 50.659 ps
largest shape error of 2 pi pulse: 1.4e-05 /tp
area in, area out (propagation), area out (theorem), energy out/in
  0.6 pi, 0.0436 pi, 0.0436 pi, 0.0836
  1.4 pi, 1.9564 pi, 1.9564 pi, 0.8317
  2.0 pi, 2.0000 pi, 2.0000 pi, 1.0000
  2.6 pi, 2.0436 pi, 2.0436 pi, 0.9512
  3.4 pi, 3.9565 pi, 3.9564 pi, 0.9715
largest area error, all depths: 3.7e-05 rad
largest energy-balance error: 6.4e-05 /tp
area error for line with central dip: 3.5e-05 rad
change of exit field caused by dip: 0.347 /tp
Bloch error with carrier kept (omega*tp = 400): 2.4e-03
excited fraction left at D*tp = 1, sech: 1.2e-06
same, rectangular 2 pi pulse: 0.1051
```
